# Free-energy cost of stretching a strongly segregated lamella

## Result

A molten diblock copolymer forms flat lamellae whose preferred period is $L_0$. Let a guiding pattern impose the period $L=L_0(1+e)$ on a fixed set of chains at fixed volume. In the strong-segregation model, the stretching-plus-interface free energy per chain, $F$, obeys

$$\frac{F(L)-F(L_0)}{F(L_0)}=\frac{e^2(3+e)}{3(1+e)}=e^2-\frac23e^3+\dots$$

The fractional increase is therefore $e^2$ at leading order, for a small stretch or a small compression. This fraction refers to these two energies alone. The total free energy of a real melt has further parts, which matter at finite segregation and are examined below.

All energies per chain are in units of $kT$. The melt is incompressible, and the lamellae stay flat, uniform and free of defects.

## 1. The simplest case: two competing terms

Suppose that stretching costs $aL^2$ per chain and interface costs $B/L$, with $a,B>0$:

$$F(L)=aL^2+\frac BL .$$

A larger period stretches the chains more but gives each chain less interface. At the minimum,

$$F'(L_0)=2aL_0-\frac{B}{L_0^2}=0
\quad\Rightarrow\quad B=2aL_0^3 .$$

The second derivative, $2a+2B/L^3$, is positive, so this is a minimum. The interface term there is $B/L_0=2aL_0^2$, twice the stretching term, and

$$F_0\equiv F(L_0)=3aL_0^2 .$$

Now put $L=L_0(1+e)$ and replace $B$ by $2aL_0^3$:

$$\frac{F}{F_0}=\frac{aL_0^2(1+e)^2+2aL_0^2/(1+e)}{3aL_0^2}
=\frac13\left[(1+e)^2+\frac{2}{1+e}\right].$$

Subtracting one and using a common denominator gives

$$\frac F{F_0}-1=\frac{(1+e)^3+2-3(1+e)}{3(1+e)}
=\frac{3e^2+e^3}{3(1+e)},$$

which is the stated result. To see the cancellation term by term, use $1/(1+e)=1-e+e^2-e^3+\dots$. The linear parts $2e$ and $-2e$ cancel. The quadratic parts are $e^2$ from stretching and $2e^2$ from the interface; their sum is divided by three.

**Limits.** For large stretch the fraction grows as $e^2/3$, in the sense that the ratio of the two tends to one, because only the stretching term grows. For $e\to-1$ it diverges as $2/[3(1+e)]$, because each chain acquires unlimited interface. These are limits of the formula; the physical assumptions fail before either is reached. The negative cubic term makes a small compression cost slightly more than an equal stretch.

**Why the coefficient is one.** Take instead $F=AL^p+CL^{-q}$, with positive constants, and write $S=AL_0^p$ and $I=CL_0^{-q}$. The minimum requires $pS=qI$. Hence $F_0=S(p+q)/q$, while the quadratic coefficient is

$$\frac12L_0^2F''(L_0)=\frac12[p(p-1)S+q(q+1)I]=\frac12p(p+q)S .$$

Their ratio is $pq/2$. It equals one whenever $pq=2$, and in particular for $p=2$, $q=1$. The next two sections derive these two powers from the physics of the chains.

## 2. The interface term

Each chain has $N$ segments of volume $v$ and statistical length $b$. Begin with equal blocks of $n=N/2$ segments. One period of lateral area $S_\perp$ has volume $S_\perp L$, contains $S_\perp L/(Nv)$ chains and has two interfaces. The interface area per chain is therefore

$$\sigma=\frac{2S_\perp}{S_\perp L/(Nv)}=\frac{2Nv}{L}.$$

If the interfacial tension $\gamma$ does not depend on $L$, the interface term is $\gamma\sigma/kT\propto1/L$. This requires an interface much thinner than a domain.

To find $\gamma$, let $\phi(x)$ be the A fraction across the interface and $1-\phi$ the B fraction. The contact energy density is $\chi\phi(1-\phi)/v$, where $\chi$ is the interaction parameter per segment.

There is also a conformational cost. A chain section of $ds$ segments has mean-square displacement $b^2ds/3$ along $x$. In a field $U$, averaging the statistical weight $q(x,s)$ over this displacement gives

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}\frac{\partial^2q}{\partial x^2}-Uq .$$

Far from the ends of a long block the weight becomes a stationary function $\psi(x)$. Choose $U=0$ in the pure phase, so that $\psi\to1$ there and $(b^2/6)\psi''=U\psi$. The weights arriving from the two directions multiply, giving $\phi=\psi^2$. The free energy in the field is zero per segment, so the conformational part is minus the field energy:

$$-\frac1v\int U\phi\,dx=-\frac{b^2}{6v}\int\psi\psi''dx
=\frac{b^2}{6v}\int\psi'^2dx .$$

The boundary term vanishes because $\psi'$ vanishes in the bulk. Since $\psi'=\phi'/(2\sqrt\phi)$, the A part has density $b^2\phi'^2/(24v\phi)$. The B part has $1-\phi$ in place of $\phi$. Adding them gives

$$\frac{\gamma}{kT}=\frac1v\int\left[\chi\phi(1-\phi)+
\frac{b^2\phi'^2}{24\phi(1-\phi)}\right]dx .$$

For a profile rising from zero to one, complete the square:

$$[\dots]=\left[\sqrt{\chi\phi(1-\phi)}-
\frac{b\phi'}{\sqrt{24\phi(1-\phi)}}\right]^2
+b\sqrt{\frac\chi6}\,\phi' .$$

The last term integrates to $b\sqrt{\chi/6}$. The square vanishes if $\phi'=(2\sqrt{6\chi}/b)\phi(1-\phi)$, which a hyperbolic-tangent profile satisfies. Therefore

$$\frac{\gamma}{kT}=\frac bv\sqrt{\frac\chi6},\qquad
B=\frac{\gamma\sigma L}{kT}=2Nb\sqrt{\frac\chi6}.$$

The slope at $\phi=1/2$ is $1/w$, with $w=2b/\sqrt{6\chi}$ the interface width.

**Test.** Direct minimization of the functional on 162 points, in a box of width $8b/\sqrt\chi$, gives $\gamma v/(kTb\sqrt\chi)=0.4082$. The formula gives $1/\sqrt6=0.4082$.

## 3. The stretching term

Each domain has thickness $L/2$ and holds two opposing brushes of height $h=L/4$. Let $z(s)$ be the distance of segment $s$ from the interface, with the free end at $s=0$ and the junction at $s=n$, where $z=0$. The stretching energy of a Gaussian path is

$$\frac{3}{2b^2}\int_0^n z'^2ds .$$

Strong segregation keeps the best ensemble of paths and neglects fluctuations about it. The minimum must be found under the condition that the paths fill the brush uniformly.

**A lower bound.** Set $k=\pi/(2n)$, $c=\cos ks$ and $z=cy$. Expanding $z'=c'y+cy'$ and integrating the cross term by parts gives

$$\int_0^n z'^2ds=\left[cc'y^2\right]_0^n
+\int_0^n c^2y'^2ds-\int_0^n cc''y^2ds .$$

Because $c''=-k^2c$, the last contribution is $+k^2\int z^2ds$. The boundary term is $-kz^2\tan ks$, which vanishes at $s=0$. Near the junction, the Cauchy–Schwarz inequality gives $z^2\le(n-s)\int_s^n z'^2ds'$. Thus $z^2/(n-s)\to0$, and the boundary term vanishes there too. Hence

$$\int_0^n z'^2ds\ge k^2\int_0^n z^2ds .$$

Uniform filling fixes the right side after averaging over chains. The brush volume per chain is $\sigma h=nv$, so a slice $dz$ holds $\sigma dz/v=n\,dz/h$ segments per chain. Therefore

$$\left\langle\int_0^n z^2ds\right\rangle=\frac nh\int_0^h z^2dz=\frac{nh^2}{3}.$$

The stretching energy per block is at least

$$\frac{3}{2b^2}\frac{\pi^2}{4n^2}\frac{nh^2}{3}
=\frac{\pi^2h^2}{8nb^2}.$$

Paths that cross the midplane obey the same bound. For them, let $z$ be the distance to the nearer interface; this folding leaves $z'^2$ unchanged except at isolated points.

**Reaching the bound.** Equality requires constant $y$, so $z=z_0\cos ks$. It remains to show that such paths can fill the brush. Let the free ends have density

$$g(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}},\qquad 0<z_0<h .$$

A path contributes $|ds/dz|=1/[k\sqrt{z_0^2-z^2}]$ at height $z$. The segment density per chain is

$$\frac{2n}{\pi h}\int_z^h
\frac{z_0\,dz_0}{\sqrt{h^2-z_0^2}\sqrt{z_0^2-z^2}} .$$

Substitute $z_0^2=z^2\cos^2t+h^2\sin^2t$. Then $z_0dz_0=(h^2-z^2)\sin t\cos t\,dt$, and the product of roots is $(h^2-z^2)\sin t\cos t$. The integral is $\int_0^{\pi/2}dt=\pi/2$, so the density is $n/h$ at every height, as required.

**Test.** A linear program can minimize stretching over all path ensembles on a grid, without assuming cosine paths. With eight steps and 32 cells it gives the coefficient of $h^2/(nb^2)$ as 1.252, against $\pi^2/8=1.234$. The difference is 1.5% of the formula's value, and it depends on the grid: with eight steps, 16 cells give 1.287 and 44 cells give 1.249, while more steps at fixed cell number raise the value (1.263 for 12 steps and 32 cells). The test therefore supports the formula to a few per cent.

The two blocks together cost

$$2\,\frac{\pi^2(L/4)^2}{8(N/2)b^2}
=\frac{\pi^2L^2}{32Nb^2},\qquad a=\frac{\pi^2}{32Nb^2}.$$

## 4. The preferred period and unequal blocks

Substituting $a$ and $B$ into $L_0^3=B/(2a)$,

$$L_0^3=2Nb\sqrt{\frac\chi6}\,\frac{16Nb^2}{\pi^2}
=\frac{32N^2b^3}{\pi^2}\sqrt{\frac\chi6}.$$

Thus $L_0\propto b\chi^{1/6}N^{2/3}$. Since $F_0=3aL_0^2$, it grows as $(\chi N)^{1/3}$.

Equal blocks are not essential. Let block A have fraction $f$ of the segments and let the statistical lengths be $b_A,b_B$. The brush heights are $fL/2$ and $(1-f)L/2$, so

$$a=\frac{\pi^2}{32N}\left[\frac f{b_A^2}+\frac{1-f}{b_B^2}\right].$$

For $f=1/2$ and equal lengths this returns the previous $a$. The interface term remains $2Nv\gamma/(kTL)$. The powers, and hence the coefficient of $e^2$, are unchanged while the flat lamella persists.

The square law also has a geometric reason. Multiply every height by $\lambda$ and divide the area per chain by $\lambda$. A uniformly filled brush stays uniformly filled, and its stretching energy is multiplied by $\lambda^2$. The inverse map works equally well, so the minimum scales in the same way.

## 5. A trench that can change its number of periods

A trench of width $W$ holding $m$ periods imposes $L=W/m$. Compare it with $m+1$ periods at the same width and chain number, assuming that the walls contribute equally to both states and that both walls prefer the same block, so that $m$ is a whole number. Neutral walls also allow half-integer $m$, which roughly halves the largest strain. Equal energies require

$$aW^2\left[\frac1{m^2}-\frac1{(m+1)^2}\right]=\frac BW .$$

The bracket is $(2m+1)/[m^2(m+1)^2]$. With $B=2aL_0^3$,

$$W=L_0\left[\frac{2m^2(m+1)^2}{2m+1}\right]^{1/3}.$$

For large $m$ the stretch at this width satisfies

$$1+e=\left[\frac{(1+1/m)^2}{1+1/(2m)}\right]^{1/3}
\simeq1+\frac1{2m}.$$

A wide trench therefore needs little strain before another period lowers the energy. This compares energies; it does not give the rate at which a period is inserted.

## 6. A worked case

Take $N=1000$, $b=0.68$ nm, $v=0.17$ nm³, $\chi=0.040$ and $T=500$ K, so $\chi N=40$. Then $a=6.670\times10^{-4}$ nm⁻² and $B=111.0$ nm, in units of $kT$, and

$$L_0=\left(\frac{111.0}{2\times6.670\times10^{-4}}\right)^{1/3}\text{ nm}
=43.7\text{ nm}.$$

Stretching costs $1.272\,kT$ and interface $2.543\,kT$, in the required ratio of one to two. Their sum is $F_0=3.815\,kT$ per chain.

For $e=0.05$ the period becomes 45.85 nm. The leading fraction is 0.250%; the full formula gives 0.242%, or $0.00923\,kT$ per chain. An equal compression costs 0.259%.

This is small for one chain but not for a line. At $L_0$, one period of a lamella 30 nm high and 1000 nm long contains

$$\frac{43.66\times30\times1000}{1000\times0.17}\simeq7705$$

chains. Stretching this fixed set costs about $71\,kT$. Because volume is conserved, its height or length must shrink as its period grows.

A trench changes from six to seven periods at $W=282.7$ nm. There the six periods are stretched by 7.9% and the seven compressed by 7.5%. The large-$m$ estimate, $1/12=8.3\%$, is already close.

## 7. How strong is strong segregation?

At $\chi N=40$ the strong-segregation formula gives an interface 2.78 nm wide, or 0.127 of the half period; the self-consistent theory described below gives a wider one, about 3.7 nm. The path approximation is less secure: the stretching energy is only $0.64\,kT$ per block, so fluctuations about the best paths are not negligible. The two-term model also omits the entropy lost when each junction is held within an interface instead of lying anywhere in the half period. The junction density is proportional to $\sqrt{\phi(1-\phi)}=\frac12\,\mathrm{sech}(2x/w)$, a distribution of entropy $\ln(\pi w)$, so the loss is $\ln[L/(2\pi w)]\simeq0.9$ in units of $kT$ per chain. Since $\ln(1+e)=e-e^2/2+\dots$, its quadratic part at fixed $w$ is negative: it raises the energy but softens the lamella.

Self-consistent field theory (SCFT) treats the finite interface, the fluctuating paths and the junction entropy together. It sums over all Gaussian conformations in fields determined by the mean densities. It remains an incompressible mean-field theory. The energy zero is a uniform melt of unstretched chains without contact energy, whose junctions may lie anywhere. With this zero, its coefficient of $e^2$, normalized by its own free energy at its own preferred period, is

| $\chi N$ | coefficient |
|---|---|
| 20 | 0.52 |
| 40 | 0.586 |
| 80 | 0.630 |

The values move toward one, but slowly, and do not by themselves establish the limit. If the additional parts of the energy and stiffness grow more slowly than $(\chi N)^{1/3}$, the ratio must tend to one.

At $\chi N=40$ the shortfall can be divided. SCFT gives a minimum energy of $5.300\,kT$ and a quadratic stiffness of $3.107\,kT$, whereas the two-term model has $3.815\,kT$ for both. The last digit of the stiffness depends on the difference step and on how well the minimum is located; a finer evaluation gives $3.105\,kT$, which leaves the factors below unchanged. Thus

$$0.586=\frac{3.107}{3.815}\times\frac{3.815}{5.300}
=0.814\times0.720 .$$

The second factor comes from the larger energy in the denominator, the first from a softer lamella. The junction entropy accounts for only part of each: in SCFT it costs about $0.7\,kT$ of the extra $1.5\,kT$, and its quadratic part is about $-0.45\,kT$ against a stiffness shortfall of $0.7\,kT$. For 5% stretch SCFT gives about $0.0075\,kT$ (0.0076 if the reference period is only 0.02% too long), nearly a fifth below the two-term result. As a fraction of the SCFT energy this is about 0.14%, not 0.24%. The $e^2$ rule multiplied by the two-term $F_0$ therefore overestimates the absolute cost here by about a quarter, and it is a poor estimate of the fractional change in the full mean-field energy.

The reference period matters as well. SCFT prefers 41.9 nm. A pattern fixed at 45.85 nm then imposes 9.4% strain, not 5%, and the SCFT stiffness gives about $0.027\,kT$ at quadratic order. The full SCFT cost at that pitch is $0.026\,kT$, nearly three times the estimate based on $L_0=43.7$ nm.

## 8. The real material and the remaining errors

The parameters are rough values for polystyrene-block-poly(methyl methacrylate) of roughly 100 kg/mol, whose period is somewhat below 50 nm. The model tension, 2.25 mJ/m², is high: the measured size is roughly 1 mJ/m². At fixed $a$, $L_0\propto\gamma^{1/3}$, so halving the tension would shorten the model period by 21%, to about 35 nm, further from the real period. These rough parameters therefore do not reproduce the tension and the period together. It would not alter the two-term fraction at fixed $e$. Among the effects computed here, finite segregation changes that fraction most.

An uncertain $\chi$ acts mainly through $L_0$. In the two-term model, lowering it by 10% shortens the period by 1.74%. With the pattern held at 45.85 nm, $e$ rises from 5% to 6.9%, and $e^2$ nearly doubles. SCFT at $\chi N=40$ responds more strongly: its period shortens by 2.3%, which would take a 5% mismatch to 7.4%. A useful design estimate therefore needs a period measured on the same material under the same anneal.

Two other effects are small:

- **Finite extensibility.** The largest local extension is 0.137 of a rough contour length of 0.25 nm per segment. For a freely jointed chain at relative extension $x$, the reduced force is $3x+9x^3/5+\dots$. Integration gives an energy $(3x^2/2)(1+3x^2/10+\dots)$, a correction of 0.56% at that extension.
- **Compressibility.** The stress scale is $2eF_0kT/(Nv)=15.5$ kPa. Against a rough bulk modulus of 1 GPa, the volume strain is about $1.5\times10^{-5}$.

Composition fluctuations are omitted even from SCFT. The invariant chain length $Nb^6/v^2$ is 3421; its square root, about 58, measures how many chains share the volume $(\sqrt N\,b)^3$. This indicates substantial overlap but does not give the size of the correction. Tilt, buckling and defects are also excluded. If one of them offers a lower energy at the imposed pitch, the uniform-lamella cost is an upper bound within the same energy model, not the energy of the state that forms.

The numerical output lists the inputs and the main results.

## Computed results

```
segments per chain N: 1000
statistical segment length b: 0.68 nm
segment volume v: 0.17 nm^3
interaction parameter chi: 0.040
segregation chi N: 40.0
temperature: 500 K
brush coefficient, formula pi^2/8: 1.2337
brush coefficient, linear program: 1.2522
brush coefficient, sampled paths: 1.2337
largest error of uniform filling: 5.4e-04
reduced tension, formula: 0.4082
reduced tension, minimized profile: 0.4082
stretching coefficient a: 6.6701e-04 kT/nm^2
interface coefficient B: 111.04 kT nm
interfacial tension: 2.25 mJ/m^2
preferred period L0: 43.66 nm
stretching energy at L0: 1.272 kT per chain
interface energy at L0: 2.543 kT per chain
total energy F0: 3.815 kT per chain
example mismatch e: 5.0 %
stretched period: 45.85 nm
leading fraction e^2: 0.2500 %
full fraction at +e: 0.2421 %
full fraction at -e: 0.2588 %
energy increase at +e: 0.00923 kT per chain
lamella height: 30 nm
lamella length: 1000 nm
chains in one period of that lamella: 7705
energy increase of that period: 71.2 kT
trench crossover, 6 to 7 periods: 282.7 nm
stretch of 6 periods there: 7.91 %
squeeze of 7 periods there: -7.51 %
SCFT coefficient of e^2 at chi N=20: 0.520
SCFT coefficient of e^2 at chi N=40: 0.586
SCFT coefficient of e^2 at chi N=80: 0.630
SCFT period at chi N=40: 41.91 nm
SCFT energy at chi N=40: 5.300 kT per chain
SCFT stiffness at chi N=40: 3.107 kT per chain
SCFT increase at +e: 0.00758 kT per chain
SCFT fraction at +e: 0.1430 %
interface width: 2.78 nm
interface width / half period: 0.127
rough contour length per segment: 0.25 nm
largest local extension / contour: 0.137
freely jointed energy correction: 0.56 %
stress scale at +e: 15.49 kPa
rough bulk modulus: 1.0 GPa
stress / bulk modulus: 1.5e-05
period change for 10 % lower chi: -1.74 %
invariant chain length N b^6/v^2: 3421
```
